Vacancy Fraction in Ion-Assisted Etching with Two-Site Dissociative Adsorption

**1. Definitions and conventions**

A surface carries n_s adsorption sites per unit area. A fraction θ of them holds one adsorbed atom X, and the vacancy fraction is

v = 1 − θ.

Molecules X₂ arrive with flux J_n and ions with flux J_i, both counted in particles per area and time. The neutral-to-ion flux ratio is

R = J_n/J_i,

in molecules per ion. A molecule aimed at two neighbouring sites sticks with probability s₀ if both are vacant, and otherwise returns to the gas. When it sticks, it fills both sites. An ion removes β adsorbed atoms on average at full coverage and βθ at coverage θ. The etch yield, in substrate atoms per ion, is taken as

Y = Y₀θ = Y₀(1 − v),

where Y₀ is the yield of the saturated surface. The quantities s₀, β and Y₀ are constants at fixed ion energy and surface temperature.

Two combinations carry the algebra:

b = βJ_i/n_s,  κ = 2s₀R/β.

Here b is the rate at which a filled site is emptied, and κ is a dimensionless supply ratio. The only physical constant in the equations is k, which enters through the energy kT, so they keep their form in atomic units. The example uses engineering units.

The square-root law derived below is a mean-field result. It requires vacancies to be randomly mixed over the surface. Sections 5 and 6 show what replaces it when they are not mixed, or when some neutrals need one site.

**2. The single-site reference**

Suppose first that each arriving neutral needs one vacant site and adds one atom. The gain per area is s₀J_n v, because a fraction v of the arrivals meets a vacancy. The loss is βJ_i(1 − v). In the steady state they are equal. Dividing by βJ_i gives

μv = 1 − v,  μ = s₀R/β,

and therefore

v = 1/(1 + μ).  (1)

For μ ≫ 1 this becomes v ≈ β/(s₀R), an inverse first power. The approach to it is described by the local exponent a = d ln v/d ln R. Taking the logarithm of the balance gives ln μ + ln v = ln(1 − v). Differentiation with respect to ln R, at fixed s₀ and β, gives

1 + a = −va/(1 − v).

Collecting the terms in a gives a/(1 − v) = −1, so a = −(1 − v).

**3. Two-site adsorption**

On a randomly mixed surface, the probability that two chosen neighbouring sites are both vacant is v². Each successful molecule adds two atoms. The balance is

n_s dθ/dt = 2s₀J_n v² − βJ_i(1 − v).  (2)

The factor 2 counts atoms per molecule, while the square counts the sites required. They are separate consequences of dissociation: the first changes the prefactor and the second changes the exponent.

Setting the left side to zero and dividing by βJ_i gives

κv² = 1 − v.  (3)

As v goes from 0 to 1, the left side rises from 0 to κ and the right side falls from 1 to 0. There is therefore one root in this interval. The quadratic κv² + v − 1 = 0 has roots [−1 ± √(1 + 4κ)]/(2κ), and the positive one is

v = [√(1 + 4κ) − 1]/(2κ).  (4)

At small κ this form subtracts two nearly equal numbers. Multiplying numerator and denominator by √(1 + 4κ) + 1 turns the numerator into 4κ and gives a form better suited to computation:

v = 2/[1 + √(1 + 4κ)].  (5)

*Saturation, κ ≫ 1.* Taking the positive square root of equation (3) gives

v√κ = √(1 − v).  (6)

As κ grows, v tends to zero and the right side tends to 1. Hence

v → κ^(−1/2) = √[β/(2s₀R)],  (7)

which is the inverse-square-root law. The leading form exceeds the full root by the factor 1/√(1 − v). Its error relative to the full root is therefore 1/√(1 − v) − 1, or about v/2 near saturation.

The next terms follow by expanding the square root in equation (4):

√(1 + 4κ) = 2√κ √[1 + 1/(4κ)] = 2√κ [1 + 1/(8κ) + ...].

Subtracting 1 and dividing by 2κ gives

v = κ^(−1/2) − 1/(2κ) + κ^(−3/2)/8 + ...  (8)

The yield deficit then follows from Y₀ − Y = Y₀v:

Y₀ − Y ≈ Y₀√[β/(2s₀R)].

Fourfold neutral flux at fixed ion flux halves the deficit in this limit. In the single-site model it would divide the deficit by four. The physical reason is that a rare vacancy must find another rare vacancy before it can be filled.

*Starvation, κ ≪ 1.* Equation (3) gives v = 1 − κv² ≈ 1 − κ, so θ ≈ κ and

Y ≈ Y₀ · 2s₀R/β.

The yield is now proportional to R, as in the single-site model, because almost every pair of sites is vacant. Low-flux data therefore cannot distinguish the two adsorption laws by their exponent.

This limit assumes that bare sites give no yield. If ions also sputter bare sites with a yield Y_s, then Y = Y₀θ + Y_s v. The yield then levels off at Y_s when R is small. Near saturation the deficit becomes (Y₀ − Y_s)v, which has the same exponent as before.

*Between the limits.* The logarithm of equation (3) is ln κ + 2 ln v = ln(1 − v). Differentiating with respect to ln R, with a again the local exponent, gives

1 + 2a = −va/(1 − v).

Moving the terms in a to one side gives a[2 + v/(1 − v)] = −1. The bracket equals (2 − v)/(1 − v), so

a = −(1 − v)/(2 − v).  (9)

It tends to −1/2 as v tends to zero, and its magnitude is smaller at any finite vacancy fraction. The corresponding sensitivity of the yield is

d ln Y/d ln R = −va/(1 − v) = v/(2 − v).

To choose a flux ratio for a target vacancy fraction, equation (3) can be inverted without approximation:

R = β(1 − v)/(2s₀v²).

*Relaxation.* Since dv/dt = −dθ/dt, dividing equation (2) by n_s gives

dv/dt = b(1 − v − κv²).

The right side decreases with v. It is positive below the root and negative above it, so every initial coverage relaxes to the root. For a small deviation δ, linearization gives dδ/dt = −b(1 + 2κv)δ. By equation (4), 1 + 2κv = √(1 + 4κ), so the relaxation time is

τ = 1/[b√(1 + 4κ)].  (10)

**4. Where the square comes from**

The factor v² can be obtained by counting. Take N sites on a square lattice, with n vacancies placed at random. There are 2N nearest-neighbour bonds, hence 2n_s bonds per area. Molecules that would stick if the bond were vacant reach each bond at the rate

s₀J_n/(2n_s) = κb/4,  (11)

because κb = 2s₀J_n/n_s. Both ends of a bond are vacant with probability n(n − 1)/[N(N − 1)]. The total rate of pair filling is the product of the number of bonds, the rate per bond and this probability:

2N · (κb/4) · n(n − 1)/[N(N − 1)] = κb n(n − 1)/[2(N − 1)].

Each such event lowers n by 2. Each removal raises n by 1, and removals occur at the total rate b(N − n). The mean therefore obeys

d⟨n⟩/dt = b(N − ⟨n⟩) − κb⟨n(n − 1)⟩/(N − 1).

Division by N gives the mean-field equation when ⟨n(n − 1)⟩/[N(N − 1)] can be replaced by v². This requires many vacancies, Nv ≫ 1, so that their relative fluctuation is small. A large N alone is not enough.

For 4000 mixed sites and κ = 963, the stationary solution of this random process gives v = 0.0317. Equation (4) gives the same value to that precision.

**5. Failure without mixing**

Two-site adsorption does not by itself guarantee the square-root law. Consider immobile atoms on the square lattice, removed singly and independently at rate b. Let κ tend to infinity at fixed b, so that any two adjacent vacancies are filled at once. An isolated vacancy cannot be filled and must wait until a neighbour is removed.

Between events there are no adjacent vacancies. Let A be the mean fraction of all sites that are filled and have no vacant neighbour. Let B be the mean fraction that are filled and have at least one. Then

A + B = 1 − v.

Removing an atom of the first kind leaves one more isolated vacancy. Removing an atom of the second kind creates a vacant pair, which is filled at once, so the number of vacancies falls by one. In the steady state these changes balance, bA = bB, and hence B = (1 − v)/2.

Each vacancy has four filled neighbours. The number of filled sites touching a vacancy cannot exceed the number of such contacts, so B ≤ 4v. Therefore

(1 − v)/2 ≤ 4v,  or  v ≥ 1/9.  (12)

This is a lower bound on the floor, not its value. A lattice simulation with 2500 sites gives a floor of about 0.15. In the limit of infinite neutral flux, the yield in this model is therefore at most 8Y₀/9, whereas on a mixed surface it tends to Y₀.

Hopping restores the law if it is fast compared with pair filling. With a hopping rate per bond of 20 times the rate in equation (11), the simulated vacancy fractions are 0.119 at κ = 60 and 0.032 at κ = 963. Equation (4) gives 0.121 and 0.032.

The hopping rate has to keep pace with the neutral flux. If it stays finite while κ tends to infinity, a lone vacancy still survives for a finite time and a floor remains. With ten hops per vacancy in a time 1/b, the simulated floor is 0.080. Hops driven by ion impacts act in this way, since their rate is tied to the ion flux and not to the neutral flux.

The way atoms leave matters as well. Suppose they leave only as nearest-neighbour pairs, at the rate b/4 for each bond with both ends filled. Pair filling, at the rate κb/4 for each bond with both ends vacant, is then the exact reverse of removal. Let w(n) be the steady probability of one particular arrangement with n vacancies. The two processes balance on every bond if

(b/4) w(n) = (κb/4) w(n + 2),

so w(n) is proportional to κ^(−n/2). Pair events keep the numbers of vacancies on the two sublattices of the square lattice equal, so only such arrangements are reached from a full surface. Among these, w depends only on the number of vacancies and not on their positions. On a large lattice that starts full, the vacancies are therefore randomly arranged in the steady state, with κv² = (1 − v)², or

v = 1/(1 + √κ).

The square-root law then holds without any hopping, and κ = 963 gives v = 0.031. The approach to this state is slow, because isolated vacancies form and move only through further removals. The value 0.016 in the numerical output is an average over times from 3/b to 10/b after a full surface, which is too early to represent the steady state.

**6. Neutrals that need one site**

A plasma also supplies atoms X, with flux J_a and sticking probability s₁ on a vacant site. They add the gain s₁J_a v to equation (2). Dividing the steady balance by βJ_i gives

κv² + λv = 1 − v,  λ = s₁J_a/(βJ_i).  (13)

The positive root, written as in equation (5), is

v = 2/{1 + λ + √[(1 + λ)² + 4κ]}.  (14)

At the unperturbed value v ≈ κ^(−1/2), the molecular term is about 1 and the atomic term is λ/√κ. The square-root law thus requires both κ ≫ 1 and λ ≪ √κ.

Suppose R is raised at a fixed ratio f = J_a/J_n. Then λ = s₁fR/β grows as R, whereas √κ grows as √R. The atomic term eventually dominates, and v → 1/λ, an inverse first power. Setting λ = √κ and squaring gives s₁²f²R²/β² = 2s₀R/β, so the crossover lies at

R = 2s₀β/(s₁²f²).

The square-root law then occupies an intermediate window, which exists if f is small enough for κ to be large before this crossover.

Atoms can fill isolated vacancies, so they also remove the floor of Section 5 if λ grows without limit, as it does when R is raised at fixed f. At fixed λ a floor can remain. Their filling rate is λbv whatever the arrangement of the vacancies, and pair filling can only add to it. In the steady state b(1 − v) ≥ λbv, and hence v ≤ 1/(1 + λ), even without mixing.

**7. Worked example**

The parameters are rough values for argon-ion-assisted etching of silicon in molecular chlorine:

J_i = 2 × 10¹⁵ cm⁻² s⁻¹
n_s = 7 × 10¹⁴ cm⁻²
s₀ = 0.5, Y₀ = 1, β = 2

The value of β assumes that two chlorine atoms leave with each silicon atom. The removal rate is b = 2 × 2 × 10¹⁵/(7 × 10¹⁴) = 5.7 s⁻¹.

The neutral flux follows from the gas pressure p. Let u be the velocity component towards the surface. For molecular mass m, its average over all molecules, with those moving away counted as zero, is

∫₀^∞ u √[m/(2πkT)] exp[−mu²/(2kT)] du = √[kT/(2πm)].

Multiplication by the gas density p/(kT) gives

J_n = p/√(2πmkT).

At 300 K and 4 mTorr, J_n = 9.63 × 10¹⁷ cm⁻² s⁻¹. The remaining steps are

R = 9.63 × 10¹⁷/(2 × 10¹⁵) = 482
κ = 2 × 0.5 × 482/2 = 241
v = 2/[1 + √(1 + 4 × 241)] = 0.062
Y = 1 × (1 − 0.062) = 0.938

With 5 × 10²² silicon atoms per cm³, the etch rate J_iY/n_Si is 3.75 × 10⁻⁸ cm/s, or 22.5 nm/min. Equation (10) gives a relaxation time of 5.6 ms.

With ion flux, temperature and surface parameters held fixed, the mixed-surface model gives:

1 mTorr: R = 120, v = 0.121, exponent −0.468, 21.1 nm/min
4 mTorr: R = 482, v = 0.062, exponent −0.484, 22.5 nm/min
16 mTorr: R = 1927, v = 0.032, exponent −0.492, 23.2 nm/min

Over this sixteenfold increase the vacancy fraction falls by a factor of 3.8, close to the limiting factor of 4. The leading law is 6.7% above the full root at 1 mTorr and 1.6% above it at 16 mTorr. The etch rate rises by 10%, because the surface is already near saturation. The exponent is therefore much easier to see in the deficit Y₀ − Y than in Y, but the deficit requires an accurate value of Y₀. For the same s₀, β and R, the single-site model gives v = 0.032 at 1 mTorr and 0.002 at 16 mTorr.

**8. What the real case changes**

The mixed-surface numbers are a model limit, not a prediction for silicon. At 16 mTorr the pair-filling rate per bond is 1.4 × 10³ s⁻¹. The hopping rate used to demonstrate mixing is 20 times larger, 2.8 × 10⁴ s⁻¹. This rate is sufficient in the simulation and is not a sharp threshold. The output lines that speak of a rate "needed for mixing" or a barrier that "allows mixing" refer to this chosen rate. With an attempt rate of 10¹³ s⁻¹, reaching it at 300 K requires a hopping barrier of at most 0.51 eV. For an assumed barrier of 1 eV, the thermal hopping rate is 1.6 × 10⁻⁴ s⁻¹, far below even the removal rate b. With the same barrier, the rate of 2.8 × 10⁴ s⁻¹ would be reached at about 590 K, if the fluxes and surface parameters were unchanged.

Without hopping, and with atoms leaving singly, v is about 0.19 at 1 mTorr and 0.15 at 16 mTorr. The latter is nearly five times the mixed-surface value. It lowers the yield from 0.97 to 0.85, a reduction of 12% relative to the mixed surface. If atoms leave only in neighbouring pairs, the steady vacancy fraction at 16 mTorr is instead 0.031, close to the mixed-surface value. Removal then needs two filled neighbours, so its rate is proportional to θ². With two chlorine atoms leaving per silicon atom, the yield is Y₀θ² = 0.94, not Y₀θ = 0.97. The low vacancy fraction is easily lost. If single removal supplies 1% of the removal rate at full coverage, a lattice simulation without hopping gives v of about 0.06, and a share of 10% gives about 0.11. An implementation for a cold surface therefore needs a removal mechanism as well as a sticking probability.

Atomic chlorine is the other large correction. At 16 mTorr, with the molecular flux held fixed and s₁ = 1, an atom-to-molecule flux ratio of 0.01 lowers the mixed-surface v from 0.032 to 0.027. A ratio of 0.10 lowers it to 0.009. The crossover λ = √κ lies at a ratio of 0.03. High-density chlorine discharges can exceed this by a wide margin, so the square-root law is better suited to a separate ion source with undissociated gas. For such a source even 4 mTorr can be a high pressure, since ions collide with the gas on their way to the surface. With an assumed collision cross-section of 5 × 10⁻¹⁵ cm², the ion mean free path in gas at 300 K is about 6 cm at 1 mTorr, 1.6 cm at 4 mTorr and 0.4 cm at 16 mTorr.

Undissociated gas is not sufficient by itself. A molecule that meets one vacant and one filled site may leave one atom in the vacancy while the other atom returns to the gas. This process needs only one vacant site and acts much like a flux of atoms. Either of the two sites can be the vacant one, so for a probability p it adds the gain 2pJ_n v(1 − v) to equation (2). If its probability is 0.016, the mixed-surface v at 16 mTorr falls from 0.032 to 0.020, and the local exponent changes from −0.49 to −0.72. The square-root law therefore also requires this probability to be very small.

Thermal desorption matters less if chlorine is strongly bound. With the same attempt rate, desorption at 300 K equals ion removal at a barrier of 0.73 eV and is slower for higher barriers. At 590 K, the temperature found above for fast hopping, the corresponding barrier is 1.43 eV. A real chlorinated silicon surface is also a disordered, ion-mixed layer, not a fixed lattice with one sticking probability. The size of that effect is not estimated here.

Equation (5) can be used when mixing is established, the removal rate is proportional to θ, molecules stick only by filling two sites, and a molecule that does not meet a vacant pair leaves at once. If molecules first migrate in a weakly bound precursor state, the sticking probability can take the form s₀v²/[v² + K(1 − v²)]. Near saturation κ is then replaced by κ/K, so the exponent stays near −1/2 but the value changes: K = 0.1 gives v = 0.010 at 16 mTorr instead of 0.032. Equation (14) applies under the same conditions when atoms are also present. If mixing is not established, the correlations between vacancies must in general be followed explicitly. The steady state in Section 5 with removal only in pairs is an exception. The numerical output gives the values behind most of these comparisons.

Computed results

```
ion flux = 2.0e+15 cm^-2 s^-1
site density = 7.0e+14 cm^-2
silicon density = 5.0e+22 cm^-3
s0 = 0.5, s1 = 1.0, Y0 = 1.0, beta = 2.0 (no unit)
temperature = 300 K, kT = 0.02585 eV
molecular mass = 70.9 u
removal rate per filled site b = 5.714 s^-1
1 mTorr: molecular flux = 2.409e+17 cm^-2 s^-1
  R = 120.4, kappa = 60.21
  v = 0.12083, leading law = 0.12887
  local exponent = -0.4678
  single-site v = 0.03215
  master equation v (4000 sites) = 0.12085
  yield = 0.8792 Si/ion, etch rate = 21.10 nm/min
4 mTorr: molecular flux = 9.634e+17 cm^-2 s^-1
  R = 481.7, kappa = 240.86
  v = 0.06239, leading law = 0.06443
  local exponent = -0.4839
  single-site v = 0.00824
  master equation v (4000 sites) = 0.06242
  yield = 0.9376 Si/ion, etch rate = 22.50 nm/min
16 mTorr: molecular flux = 3.854e+18 cm^-2 s^-1
  R = 1926.9, kappa = 963.44
  v = 0.03170, leading law = 0.03222
  local exponent = -0.4919
  single-site v = 0.00207
  master equation v (4000 sites) = 0.03173
  yield = 0.9683 Si/ion, etch rate = 23.24 nm/min
exponent at R = 1e10 to 1e11: -0.499998
relaxation time at 4 mTorr = 5.635 ms
lattice: 2500 sites, fast hop/fill ratio = 20
fast hopping v: 1 mTorr 0.1191, 16 mTorr 0.0318
no hopping v: 1 mTorr 0.1860, 16 mTorr 0.1499
no hopping, removal in pairs, 16 mTorr: v = 0.0162
infinite-kappa floor, no hopping: v = 0.1489
lower bound on that floor = 0.1111
infinite-kappa floor, 10 hops per time 1/b: v = 0.0797
pair-filling rate per bond, 16 mTorr = 1376.3 s^-1
hop rate needed for mixing = 2.753e+04 s^-1
attempt rate = 1e+13 s^-1, barrier = 1.0 eV
thermal hop rate = 1.59e-04 s^-1
largest barrier that allows mixing = 0.510 eV
temperature needed with assumed barrier = 589 K
desorption equals ion removal at barrier 0.729 eV
atom/molecule flux 0.01, 16 mTorr: lambda = 9.63, v = 0.02717
atom/molecule flux 0.10, 16 mTorr: lambda = 96.34, v = 0.00940
atom/molecule flux for lambda = sqrt(kappa): 0.0322
far exponent with atom/molecule flux 0.10: -1.00000
```
